\section*{Counterion condensation on a thin charged line: two derivations}

\section{Definitions and conventions}

A straight, infinitely long polymer carries one negative elementary charge per length $b$, smeared uniformly along its axis. It stands in a solvent of uniform permittivity $\varepsilon=\varepsilon_0\varepsilon_r$ at temperature $T$, with univalent positive counterions and no added salt. The ion centres lie between the distance of closest approach $a$ and an outer radius $R$. The cell $r<R$ is neutral, so the field vanishes at $R$; $\pi R^2 b$ is the volume per polymer charge. Define
\begin{equation}
l_B=\frac{e^2}{4\pi\varepsilon kT},\qquad \xi=\frac{l_B}{b},\qquad t=\ln r,\qquad L=\ln\frac Ra .
\end{equation}
The Bjerrum length $l_B$ is the separation at which two elementary charges interact with energy $kT$.

Let $n(r)$ be the counterion density and $N(r)$ the number of counterions per unit length inside $r$. The net negative charge inside $r$ is measured by
\begin{equation}
u(r)=\xi-l_BN(r),\qquad u(a)=\xi,\qquad u(R)=0 .
\end{equation}
Since $dN=2\pi r n\,dr=2\pi r^2n\,dt$,
\begin{equation}
\frac{du}{dt}=-g,\qquad g=2\pi l_B r^2 n\ge 0, \label{eq:g}
\end{equation}
so $u$ never increases outward.

Both derivations treat the ions in mean field: each ion feels the average potential of all charges. To say what "condensed" means, choose a fixed $x$ with $0<x<1$ and the intermediate radius $r_x=a^{1-x}R^x$, which lies a fraction $x$ of the way from $a$ to $R$ on a logarithmic scale. The result to be derived is
\begin{equation}
\lim_{L\to\infty}u(r_x)=\min(\xi,1),\qquad
\lim_{L\to\infty}N(r_x)=\max\!\left(0,\frac1b-\frac1{l_B}\right). \label{eq:result}
\end{equation}
If $a\to0$ at fixed $R$, then $r_x\to0$, and these ions collapse onto the line. If instead the solution is diluted, $R\to\infty$ at fixed $a$, then $r_x/R\to0$. The two limits are the same because only $R/a$ enters. Condensation therefore requires $b<l_B$; the condensed share of the ions is $1-1/\xi$, and the remaining line charge is one per $l_B$.

The onset can be seen from a single ion. Near the bare line its energy is $2\xi kT\ln r$ plus a constant, so its radial weight is $r^{1-2\xi}dr$. The integral down to $r=0$ converges for $\xi<1$ and diverges for $\xi\ge1$. This locates the threshold but not the amount bound, since bound ions weaken the attraction on the others.

\section{First derivation: solving the Poisson--Boltzmann equation}

\subsection{The invariant}

The charge per length inside $r$ is $-eu/l_B$. Gauss's law gives the radial field $E=-eu/(2\pi\varepsilon l_B r)$. With $\phi=e\psi/kT$, $\phi(R)=0$ and $E=-d\psi/dr$,
\begin{equation}
r\frac{d\phi}{dr}=\frac{e^2}{2\pi\varepsilon kT}\frac{u}{l_B}=2u . \label{eq:gauss}
\end{equation}
The potential rises outward, so positive ions are pulled in. Their density is $n=n(R)e^{-\phi}$, hence
\begin{equation}
\frac{d\ln g}{dt}=2-\frac{d\phi}{dt}=2(1-u). \label{eq:boltz}
\end{equation}
The 2 comes from the growth of $r^2$, the $-2u$ from the attraction. They balance at $u=1$, which is why this value is special.

Multiplying \eqref{eq:boltz} by $g=-du/dt$ gives
\begin{equation}
\frac{dg}{dt}=-2(1-u)\frac{du}{dt}=\frac{d}{dt}(1-u)^2,
\qquad g=(1-u)^2+C, \label{eq:inv}
\end{equation}
with $C$ constant. Put $w=u-1$. Then $dw/dt=-(w^2+C)$, with $w(a)=\xi-1$ and $w(R)=-1$, so $C$ is fixed by
\begin{equation}
\int_{-1}^{\xi-1}\frac{dw}{w^2+C}=L. \label{eq:C}
\end{equation}
The left side decreases as $C$ grows. For $\xi\ge1$ it diverges as $C\to0^+$, so $C>0$. For $\xi<1$ its value at $C=0$ is $\xi/(1-\xi)$, so $C>0$ when $\xi>L/(1+L)$ and $C<0$ when $\xi<L/(1+L)$. At finite $L$ this change of sign is no transition: for $\xi<1$ the integral is smooth through $C=0$.

\subsection{Solutions and their limits}

For $C=\gamma^2>0$, $d\arctan(w/\gamma)/dt=-\gamma$. Integration gives
\begin{equation}
u=1+\gamma\tan\!\left(\gamma\ln\frac{R_M}{r}\right),\qquad
\gamma L=\arctan\frac{\xi-1}{\gamma}+\arctan\frac1\gamma , \label{eq:tan}
\end{equation}
where the second relation is the difference of the boundary conditions at $a$ and $R$, and
\begin{equation}
\ln\frac{R_M}{a}=\frac1\gamma\arctan\frac{\xi-1}{\gamma}. \label{eq:RM}
\end{equation}
For $\xi>1$ this radius lies inside the cell and $u(R_M)=1$: the share $1-1/\xi$ lies within $R_M$ at any $L$.

For $C=-\beta^2<0$, set $w=-\beta\coth q$. Then $dw/dq=\beta/\sinh^2q$, while $-(w^2-\beta^2)=-\beta^2/\sinh^2q$, so $dq/dt=-\beta$. The condition $w(R)=-1$ gives
\begin{equation}
u=1-\beta\coth\!\left(\beta\ln\frac Rr+\operatorname{artanh}\beta\right), \label{eq:coth}
\end{equation}
and $u(a)=\xi$ fixes $\beta$.

\emph{Case $\xi>1$.} The sum of arctangents in \eqref{eq:tan} is below $\pi$, so $\gamma<\pi/L\to0$; both arctangents then tend to $\pi/2$ and $\gamma L\to\pi$. At $r_x$ the argument of the tangent is
\begin{equation}
\arctan\frac{\xi-1}{\gamma}-x\gamma L\;\to\;\frac\pi2-x\pi .
\end{equation}
Its tangent is finite for $0<x<1$, and the prefactor $\gamma$ vanishes, so $u(r_x)\to1$.

\emph{Case $\xi=1$.} Now $\gamma L\to\pi/2$ and the argument tends to $-x\pi/2$. Again $u(r_x)\to1=\xi$: nothing is condensed at the threshold itself.

\emph{Case $\xi<1$.} For large $L$, \eqref{eq:coth} applies. Since $1<\coth y\le1+1/y$ for $y>0$, the condition at $a$ gives
\begin{equation}
1-\xi-\frac1L\le\beta<1-\xi .
\end{equation}
Thus $\beta\to1-\xi$. At $r_x$ the argument of the coth grows without bound, so $u(r_x)\to1-\beta=\xi$. This completes \eqref{eq:result}.

As a test, the Poisson--Boltzmann problem was solved by finite differences without these formulas. At $L=4$ and $\xi=0.5$, 0.9, 1 and 3 the largest absolute difference in $u$ was $1.1\times10^{-7}$. At $x=1/2$ the numerical condensed share was 0.6667 for $\xi=3$ and 0.3334 for $\xi=1.5$, both at $L=400$, and 0.0000 for $\xi=0.6$ at $L=60$. The point $x=1/2$ is favourable, because it lies close to $R_M$. Elsewhere the deviation falls only as $1/L$: at $x=0.1$ and $L=400$, \eqref{eq:tan} gives 0.659 for $\xi=3$ and 0.318 for $\xi=1.5$.

\subsection{Shape of the layer and osmotic pressure}

For $\xi>1$ and large $L$, $dw/dt\to-w^2$. Integration from either boundary gives
\begin{align}
u&\to1+\frac{\xi-1}{1+(\xi-1)\ln(r/a)} &&(r/a\text{ fixed}), \label{eq:inner}\\
u&\to1-\frac{1}{1+\ln(R/r)} &&(r/R\text{ fixed}). \label{eq:outer}
\end{align}
The outer profile does not depend on $\xi$: far away, all lines above the threshold look alike. In the inner profile the excess $u-1$ falls only as $1/\ln(r/a)$ at large $r/a$, so the condensed layer has no sharp edge.

At $R$ there is no field, and the counterion pressure is $kTn(R)$. From \eqref{eq:g} and \eqref{eq:inv}, $n(R)=(1+C)/(2\pi l_BR^2)$. Dividing by the mean density $1/(\pi R^2b)$ gives the osmotic coefficient
\begin{equation}
\Phi=\frac{1+C}{2\xi}\;\to\;
\begin{cases}1-\xi/2,&\xi\le1,\\ 1/(2\xi),&\xi\ge1.\end{cases} \label{eq:osm}
\end{equation}
For $\xi<1$ the limit uses $C\to-(1-\xi)^2$. The two branches meet at $1/2$.

\section{Second derivation: minimizing the free energy}

This route does not solve for the profile. The field energy per length, in units of $kT$, is
\begin{equation}
\frac1{kT}\int_a^R\frac{\varepsilon E^2}{2}\,2\pi r\,dr
=\frac{4\pi\varepsilon kT}{e^2}\int u^2dt=\frac1{l_B}\int u^2dt,
\end{equation}
because $|E|=(kT/e)\,2u/r$. The ideal free energy of the ions is $\int n[\ln(nv)-1]2\pi r\,dr$, with $v$ a constant volume. Insert $n=g/(2\pi l_Br^2)$. As $\int g\,dt=\xi$ is fixed, constants inside the bracket do not affect the minimum, and $-\ln r^2$ may be replaced by $2\ln(R/r)$. Thus
\begin{equation}
l_BF=\int\left[u^2+2g\ln\frac Rr+g\ln g\right]dt+\text{const}.
\end{equation}
The middle term is the entropy cost of holding an ion at small $r$. With $g=-du/dt$, integration by parts gives
\begin{equation}
\int2g\ln\frac Rr\,dt=\left[-2u\ln\frac Rr\right]_a^R-2\int u\,dt=2\xi L-2\int u\,dt .
\end{equation}
Completing the square, and absorbing terms independent of the profile,
\begin{equation}
l_BF=\int(1-u)^2dt+\int g\ln g\,dt+\text{const}. \label{eq:F}
\end{equation}
The first term can grow like $L$ and favours $u=1$ at every radius. The second can lower the free energy by no more than a logarithm of $L$: $g\ln g$ is convex and the mean of $g$ is $\xi/L$, so Jensen's inequality gives
\begin{equation}
\int g\ln g\,dt\ge-\xi\ln\frac L\xi . \label{eq:jensen}
\end{equation}

\emph{Case $\xi>1$.} Compare the minimizing profile with a trial profile in which $u$ falls linearly in $t$ from $\xi$ to 1 over the first unit of $t$, stays at 1, and falls linearly to 0 over the last unit. For the trial, the two integrals in \eqref{eq:F} add up to
\begin{equation}
K=\frac{(\xi-1)^2}{3}+\frac13+(\xi-1)\ln(\xi-1),
\end{equation}
which does not depend on $L$. The minimizer cannot do worse, so with \eqref{eq:jensen}
\begin{equation}
\int(1-u)^2dt\le K+\xi\ln\frac L\xi . \label{eq:bound}
\end{equation}
Because $u$ never increases outward, a value above 1 at $r_x$ implies at least the same deviation everywhere inside $r_x$, and a value below 1 implies it everywhere outside. Hence
\begin{equation}
\min(x,1-x)\,L\,[u(r_x)-1]^2\le K+\xi\ln\frac L\xi .
\end{equation}
Dividing by $L$ shows that $u(r_x)\to1$.

\emph{Case $\xi\le1$.} Now $u\le\xi$, so $u=1$ is out of reach for $\xi<1$, and the best value is $u=\xi$. Subtract the constant $(1-\xi)^2L$ from \eqref{eq:F} and use
\begin{equation}
(1-u)^2-(1-\xi)^2=(\xi-u)(2-\xi-u)\ge(\xi-u)^2 .
\end{equation}
A trial with $u=\xi$ up to the last unit of $t$, then a linear fall to 0, gives the $L$-independent value $K'=\xi(1-\xi)+\xi^2/3+\xi\ln\xi$. The deviation $\xi-u$ grows outward, so
\begin{equation}
(1-x)L[\xi-u(r_x)]^2\le K'+\xi\ln\frac L\xi ,
\end{equation}
and $u(r_x)\to\xi$. This is \eqref{eq:result} again.

For counterions of valence $z$ there are $g/(zl_B)$ ions per unit of $t$. The entropy terms acquire a factor $1/z$, the square becomes $(u-1/z)^2$, and the threshold moves to $z\xi=1$.

\section{What each derivation assumes}

Both assume mean field, an infinite uniform line, a neutral cell and no salt. They are not independent physical theories: making \eqref{eq:F} stationary reproduces \eqref{eq:boltz}. They differ in what they need from that common basis.

The first needs the Poisson--Boltzmann equation to hold at every radius, with mobile ions that all carry the same charge; in a mixture of different charges the invariant \eqref{eq:inv} is lost. In return it gives the profile, $R_M$ and the pressure at finite $L$. The second needs a minimum and a monotonic $u$, and it yields the leading behaviour at large $L$. It is therefore more tolerant. Suppose that, at fixed $a$, the permittivity differs from its bulk value within a fixed distance of the chain. The field energy then changes by an amount that stays bounded as $R\to\infty$, so the argument still gives \eqref{eq:result}, with the bulk $l_B$. Neither derivation covers correlations between individual ions.

Both also take the chain length to infinity before diluting. Around a finite chain the Boltzmann factor outside the core is bounded, while the available volume grows without limit, so on extreme dilution the ions leave.

\section{Example: an ionised resist polymer in diluted developer}

Consider a vinyl resist polymer with carboxylic groups, fully ionised and dissolved in strongly diluted tetramethylammonium hydroxide developer. The parameters are rough, round values: $T=296$~K, $\varepsilon_r=79$, $b=0.25$~nm, $a=0.80$~nm and 10~mmol/L of charged groups. Then $l_B=0.715$~nm and
\begin{equation}
\xi=\frac{0.7146}{0.25}=2.86,\qquad 1-\frac1\xi=0.65 .
\end{equation}
If ionisation is treated as a uniform reduction of the line charge, onset occurs when a share $1/\xi=0.35$ of the groups is ionised. The value $b=0.25$~nm puts an acid group on every repeat unit. In a copolymer with one acid unit in two, $\xi=1.43$, and below an acid share of 0.35 there is no condensation in this model.

The concentration gives $R=14.54$~nm and $L=\ln(14.54/0.80)=2.90$. Equation \eqref{eq:tan} gives $\gamma=0.735$, and \eqref{eq:RM} gives
\begin{equation}
R_M=0.80\,\exp\!\left[\frac{\arctan(1.858/0.735)}{0.735}\right]\text{nm}=4.06~\text{nm}.
\end{equation}
The osmotic coefficient is $(1+0.735^2)/(2\times2.858)=0.27$, still well above its dilute limit 0.17. Since $\gamma\to\pi/L$, the excess $\gamma^2/(2\xi)$ falls at large $L$ as $\pi^2/(2\xi L^2)$, the inverse square of a logarithm, which is slow in terms of $R$. This form is only asymptotic: at $L=2.90$ it gives 0.21, against the actual excess of 0.09.

For the ideal infinite line without salt, dilution separates the two regimes. With $a$ fixed, the share of ions within 4.0~nm falls from 0.65 to 0.53 and 0.51 as $R$ grows by factors of 30 and 1000; \eqref{eq:inner} gives the limit 0.49. This is below 0.65 because part of the condensed layer lies in the tail beyond 4~nm. For a spacing of 1.0~nm, above $l_B$, the shares at the same three radii are 0.23, 0.021 and 0.0025. The two larger radii, 0.44 and 14.5~$\mu$m, only illustrate the limit: they far exceed the chain length assumed below, and at the largest the counterions are rarer than water's own ions. Full ionisation and absence of salt also cannot both hold there for carboxylic groups. At $30R$ the counterion density at the boundary is about 0.002~mmol/L, far below the hydroxide at pH 10, while the salt-free potential at $a$, $-13.7\,kT/e$, lowers the local pH by 6 units.

The real case departs from the model in several ways. The chain is finite: 200 groups are assumed, which makes it 50~nm long when straight. At mid-chain the bare-rod field is 1\% below the infinite-line value at $R_M$ and 14\% below at $R$; beside a chain end, close to the rod, its radial component is halved and an axial component appears, and 16\% of the chain lies within $R_M$ of an end. For a single ion beside this bare rod, the probability of being bound (inside the spheroid that passes 10~nm from mid-chain) is 0.999 in a spheroidal box of half-length 0.5~$\mu$m, but $1\times10^{-5}$ at 250~$\mu$m. These values exclude the ion from a spheroidal core of radius $a$ at mid-chain that thins toward the ends; keeping it a distance $a$ from the whole rod gives 0.998 and $7\times10^{-6}$. Contracting the chain to 0.7 of its length, at fixed concentration and $a$, raises the share within 4~nm from 0.65 to 0.73. Lowering the permittivity to 60 throughout, with the other inputs fixed, raises it to 0.72.

For ions of radius 0.3~nm, the density of ion centres at contact times the volume of one ion is 0.16. If all condensed ions sat at $a$, their typical distance would be 1.4~nm and their pair repulsion $0.5\,kT$, so corrections to the profile from ion size and correlations need not be small. With a rough group p$K_a$ of 4.8 and pH 10 at the cell boundary, the potential of $-6.75\,kT/e$ at $r=a$ lowers the local pH there to 7.1, which would leave 0.5\% of the groups un-ionised if they sat at that radius. In the model, with all polymer charge on the axis, groups nearer the axis would feel a deeper potential and be less ionised: at 0.5~nm, the chain surface for ions of radius 0.3~nm, the same estimate gives 7\% un-ionised. The 0.1~mmol/L of hydroxide at pH 10 is 4\% of the counterion density at $R$.

Undiluted developer is a different case. At roughly 0.26~mol/L, linearising the response of both ion species gives a screening length $(8\pi l_Bc)^{-1/2}=0.60$~nm, with $c$ the number density of electrolyte. This is shorter than $a$. The logarithmic range on which both derivations rest is then absent, and the share $1-1/\xi$ should not be used there. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Largest error of closed u, L=4: 1.1e-07
Thin line, condensed share, xi=3: 0.6667
Thin line, condensed share, xi=1.5: 0.3334
Thin line, condensed share, xi=0.6: 0.0000
One ion inside R/100, xi=0.8: 0.1585
One ion inside R/100, xi=1.2: 1.0000
Temperature: 296 K
Relative permittivity: 79
Charge spacing b: 0.25 nm
Closest approach a: 0.80 nm
Charged groups: 10.0 mmol/L
Groups per chain: 200; length: 50.0 nm
Bjerrum length = critical spacing: 0.7146 nm
Charge parameter xi: 2.8584
Ionised share of groups at onset: 0.3498
Cell radius R: 14.541 nm; L: 2.9001
gamma: 0.7349
Condensation radius R_M: 4.063 nm
Condensed share 1-1/xi: 0.6502
Osmotic coefficient: 0.2694
Its dilute limit: 0.1749
Boundary ion density: 2.694 mmol/L
Contact ion density: 1.390 per nm^3
Surface potential: -6.753 kT/e
Probe radius: 4.0 nm; wide b: 1.0 nm
xi at wide spacing: 0.7146
Share in probe, R x 1: narrow 0.6472, wide 0.2341
Share in probe, R x 30: narrow 0.5295, wide 0.0206
Share in probe, R x 1000: narrow 0.5067, wide 0.0025
Narrow spacing, infinite-R share: 0.4872
Finite rod, box 0.5 um: bound 9.99e-01
Finite rod, box 250.0 um: bound 1.02e-05
Mid-chain field ratio at R_M: 0.9871
Mid-chain field ratio at R: 0.8644
Chain-end field ratio at a: 0.4999
Chain share within R_M of an end: 0.163
Share in probe, permittivity 60: 0.7201
Share in probe, chain length x 0.7: 0.7281
Surface field: 1.82 MV/cm
Ion radius: 0.3 nm; contact packing: 0.157
Condensed-ion distance if all at a: 1.390 nm
Pair repulsion at that distance: 0.514 kT
Discrete-charge ripple at a: 1.2e-08 kT
Hydroxide: 0.1 mmol/L; pH: 10.0
Group pKa: 4.8; water pKw: 14.0
Local pH: 7.07; un-ionised share: 0.0054
Hydroxide / boundary ions: 0.0371
Undiluted developer: 0.26 mol/L
Its screening length: 0.596 nm
\end{verbatim}
